\section*{Hydrogen desorption from paired dimers: between first and second order}

\section{Two coverages with the same order}

Take a surface made of two-site dimers, with hydrogen atoms that gain $0.25$ eV by pairing on a dimer. At $800$ K and half coverage, the desorption rate varies locally as the power $1.16$ of the coverage, close to first order. At a coverage of $0.001$ the power is $1.93$, close to second order. At $0.999$ it is again $1.93$, although the rate there is within about $0.1\%$ of a first-order rate law. How can a rate be almost equal to a first-order rate and yet have a nearly second-order slope?

Let the surface have $M$ dimers and $N$ hydrogen atoms. The coverage per site is $\theta=N/(2M)$. The fractions of dimers carrying two, one and no atoms are $d$, $s$ and $e$, so that
\begin{equation}
d+s+e=1,\qquad \theta=d+\frac{s}{2}.
\label{eq:cons}
\end{equation}
Hydrogen leaves as H$_2$ from doubly occupied dimers only, each with rate constant $k$, and does not return. In a time $dt$ there are $kMd\,dt$ events, each removing two atoms. Division by the $2M$ sites gives
\begin{equation}
-\frac{d\theta}{dt}=\frac{2kMd}{2M}=k\,d .
\label{eq:rate}
\end{equation}
The local order at fixed temperature is
\begin{equation}
n=\frac{\partial\ln(kd)}{\partial\ln\theta}=\frac{\partial \ln d}{\partial\ln\theta}.
\end{equation}
Everything now depends on how many atoms are paired at a given coverage.

\section{The simple case: no pairing energy}

Assume that hydrogen moves between sites much faster than it desorbs. The atoms then reach equilibrium at each instantaneous coverage. If all arrangements have the same energy and $M$ is large, the two sites of a dimer are occupied independently, each with probability $\theta$. Hence
\begin{equation}
d=\theta^2,\qquad -\frac{d\theta}{dt}=k\theta^2,\qquad n=2 .
\end{equation}
The opposite extreme is a surface on which every atom has a partner. Then $s=0$, $d=\theta$ and $n=1$. Desorption is the same elementary event in both cases; the order differs because the supply of pairs differs.

\section{Adding the pairing energy}

Let one doubly occupied dimer plus one empty dimer lie lower by $\varepsilon$ than two singly occupied dimers, and neglect interactions between dimers. With $\beta=1/(k_{\mathrm B}T)$, define
\begin{equation}
q=e^{\beta\varepsilon}.
\end{equation}
An energy proportional to the number of atoms can be absorbed in the hydrogen activity $z$. An empty dimer then has weight $1$, the two singly occupied arrangements together have weight $2z$, and the doubly occupied one has weight $qz^2$:
\begin{equation}
\xi=1+2z+qz^2,\qquad e=\frac1\xi,\quad s=\frac{2z}{\xi},\quad d=\frac{qz^2}{\xi}.
\label{eq:grand}
\end{equation}
The activity cancels from the ratio
\begin{equation}
\frac{de}{s^2}=\frac q4 .
\label{eq:mass}
\end{equation}
The factor $4$ comes from the two possible positions of the atom on each of two singly occupied dimers.

Let $u=s/2$, the unpaired hydrogen per site. Equation \eqref{eq:cons} gives $d=\theta-u$ and $e=1-d-2u=1-\theta-u$. Equation \eqref{eq:mass} becomes
\begin{align}
(\theta-u)(1-\theta-u)&=qu^2,\nonumber\\
\theta(1-\theta)-u+u^2&=qu^2,\nonumber\\
(q-1)u^2+u-\theta(1-\theta)&=0 .
\label{eq:quad}
\end{align}
With
\begin{equation}
R=\sqrt{1+4(q-1)\theta(1-\theta)},
\end{equation}
the physical root is
\begin{equation}
u=\frac{R-1}{2(q-1)}=\frac{2\theta(1-\theta)}{1+R}.
\label{eq:u}
\end{equation}
The second form follows on multiplying numerator and denominator by $R+1$, and it remains valid at $q=1$. For $q>1$ the other root is negative. For $q<1$ it is $(1+R)/[2(1-q)]>1/2$, which is impossible because $u=s/2\le1/2$. Therefore
\begin{equation}
\boxed{\,d=\theta-\frac{2\theta(1-\theta)}{1+R}\,}.
\label{eq:d}
\end{equation}

First limit: at $q=1$, $R=1$ and $d=\theta-\theta(1-\theta)=\theta^2$, the simple case. Second limit: for $q\to\infty$ at fixed $0<\theta<1$, $R\to\infty$ and $d\to\theta$, so all hydrogen is paired.

In the example, $k_{\mathrm B}T=0.06894$ eV and $q=37.58$. At $\theta=0.1$,
\begin{align}
R&=\sqrt{1+4(36.58)(0.1)(0.9)}=3.76,\nonumber\\
u&=\frac{2(0.1)(0.9)}{4.76}=0.0378,\qquad d=0.1-0.0378=0.0622 .
\end{align}
Thus $62\%$ of the atoms are paired, against $10\%$ without pairing energy. Equation \eqref{eq:d} was tested against sums over all arrangements at fixed atom number on a large finite lattice, for attraction, no interaction and repulsion.

\section{The local order}

Differentiate both $d$ and $\theta$ with respect to $\ln z$. Since $z\,d\xi/dz=2z+2qz^2=2\theta\xi$,
\begin{equation}
\frac{d\ln d}{d\ln z}=2-\frac{d\ln\xi}{d\ln z}=2-2\theta .
\label{eq:dlogd}
\end{equation}
The coverage is $\theta=(z+qz^2)/\xi$, so
\begin{align}
\frac{d\theta}{d\ln z}
&=\frac{z+2qz^2}{\xi}-\theta\,\frac{d\ln\xi}{d\ln z}
=u+2d-2\theta^2\nonumber\\
&=\theta+d-2\theta^2
=2\theta(1-\theta)-u\nonumber\\
&=2\theta(1-\theta)\left(1-\frac1{1+R}\right)
=2\theta(1-\theta)\frac{R}{1+R}.
\label{eq:dtheta}
\end{align}
The second line uses $u+d=\theta$ twice, and the third uses \eqref{eq:u}. Now
\begin{equation}
n=\theta\,\frac{d\ln d/d\ln z}{d\theta/d\ln z}
=\frac{2\theta(1-\theta)}{2\theta(1-\theta)R/(1+R)},
\end{equation}
and hence
\begin{equation}
\boxed{\,n=1+\frac1R=1+\frac{1}{\sqrt{1+4(q-1)\theta(1-\theta)}}\,}.
\label{eq:n}
\end{equation}

For attraction, $q>1$, the order lies strictly between $1$ and $2$ at every $0<\theta<1$. It is smallest where $\theta(1-\theta)$ is largest, at $\theta=1/2$:
\begin{equation}
n_{\min}=1+\frac1{\sqrt q}=1+\frac1{6.13}=1.163 .
\end{equation}
For repulsion, $q<1$, one has $R<1$ and $n>2$.

Nearly first-order behaviour thus has a definite condition. Requiring $n\le1+\delta$, with $0<\delta<1$, means $R\ge1/\delta$, or
\begin{equation}
\theta(1-\theta)\ge\frac{\delta^{-2}-1}{4(q-1)} .
\end{equation}
Since the left side cannot exceed $1/4$, this requires $q\ge\delta^{-2}$. For $\delta=0.2$ the right side is $24/(4\times36.58)=0.164$, and the window is
\begin{equation}
\theta=\frac{1\mp\sqrt{1-4(0.164)}}2,
\qquad 0.207\le\theta\le0.793 .
\end{equation}
A substantial coverage is therefore not sufficient: the pairing energy must also satisfy $\varepsilon\ge 2k_{\mathrm B}T\ln(1/\delta)$, which is $3.2\,k_{\mathrm B}T$ for $\delta=0.2$. Here $\varepsilon/(k_{\mathrm B}T)=0.25/0.06894=3.63$.

\section{The two edges}

\subsection{Low coverage}

Write $a=q-1$ and $x=\theta(1-\theta)$. Equation \eqref{eq:quad} reads $u=x-au^2$. Inserting it into itself gives $u=x-ax^2+2a^2x^3+\cdots$. With $x=\theta-\theta^2$, $x^2=\theta^2-2\theta^3+\cdots$ and $x^3=\theta^3+\cdots$,
\begin{align}
u&=\theta-(1+a)\theta^2+2a(1+a)\theta^3+\cdots,\nonumber\\
d&=\theta-u=q\theta^2-2q(q-1)\theta^3+\cdots .
\label{eq:series}
\end{align}
For attraction, the second-order law $-d\theta/dt=kq\theta^2$ needs $4(q-1)\theta\ll1$, which for $q\gg1$, as here, is much stronger than $\theta\ll1$. Its constant is $kq=6.69\ \mathrm{s^{-1}}$, compared with $k=0.178\ \mathrm{s^{-1}}$: pairing raises the chance that two atoms share a dimer by the factor $q$.

What must be rare for second order to appear? Let $P=d/\theta$ be the fraction of hydrogen atoms that are paired. From \eqref{eq:dlogd} and the second line of \eqref{eq:dtheta},
\begin{equation}
n=\frac{2(1-\theta)}{1+P-2\theta}\;\longrightarrow\;\frac{2}{1+P}
\qquad(\theta\ll1).
\label{eq:share}
\end{equation}
The paired \emph{share} of the hydrogen must be small. It is not enough that paired dimers are few among all dimers. With a stronger pairing energy of $0.50$ eV, $q=1412$. At $\theta=0.01$ just $0.77\%$ of the dimers are doubly occupied, yet they hold $77\%$ of the hydrogen, and $n=1.13$. Paired dimers are scarce on the surface, but desorption is still nearly first order.

\subsection{Near saturation}

Interchanging atoms and vacancies interchanges $d$ and $e$ and replaces $\theta$ by $1-\theta$, while $u$ and $R$ are unchanged. This explains the equal orders at $0.001$ and $0.999$.

Let $v=1-\theta$. By this symmetry, \eqref{eq:series} gives $e=qv^2+\cdots$ for small $v$. Since $d-e=2\theta-1=1-2v$,
\begin{equation}
d=1-2v+qv^2+\cdots .
\end{equation}
For $4(q-1)v\ll1$ most vacancies are isolated. Each isolated vacancy spoils one pair and leaves one unpaired atom. Thus $d$ falls twice as fast as $\theta$, and the logarithmic slope approaches $2$. The value of $d$, however, approaches $1$, as does $\theta$. At $\theta=0.999$, $P=0.9990$ and $n=1.934$. The initial question is answered: $P$ compares the rate with $k\theta$, while $n$ measures how the rate changes. Near saturation a rate close to $k\theta$ does not imply a first-order slope.

\section{The whole desorption curve}

A local order does not yet give a desorption time. Since $k\,dt=-d\theta/d$, use $z$ as the integration variable. Differentiating $\theta=(z+qz^2)/\xi$ gives
\begin{align}
\frac{d\theta}{dz}
&=\frac{(1+2qz)(1+2z+qz^2)-(z+qz^2)(2+2qz)}{\xi^2}\nonumber\\
&=\frac{1+2qz+qz^2}{\xi^2}.
\end{align}
The first product in the numerator is $1+(2+2q)z+5qz^2+2q^2z^3$ and the second is $2z+4qz^2+2q^2z^3$. Division by $d=qz^2/\xi$ yields
\begin{equation}
kt=\frac1q\int_z^{z_0}\frac{1+2qy+qy^2}{y^2(1+2y+qy^2)}\,dy ,
\end{equation}
where the subscript $0$ marks the start and $z<z_0$ because coverage falls. Write the integrand as
\begin{equation}
\frac Ay+\frac1{y^2}+\frac{Cy+D}{1+2y+qy^2}.
\end{equation}
After multiplication by the common denominator, the powers $y$, $y^2$ and $y^3$ require
\begin{equation}
A+2=2q,\qquad 2A+q+D=q,\qquad Aq+C=0 .
\end{equation}
Thus $A=2(q-1)$, $D=-2A$ and $C=-Aq$. The last term is $-A(qy+2)/\xi(y)$. Since $\xi'(y)=2+2qy$, its numerator obeys $qy+2=\xi'/2+1$. For $q>1$, completing the square gives $q\xi=(qy+1)^2+q-1$, so
\begin{equation}
\int\frac{dy}{\xi(y)}=\frac1{\sqrt{q-1}}
\arctan\frac{1+qy}{\sqrt{q-1}} .
\end{equation}
The antiderivative is therefore
\begin{equation}
(q-1)\ln\frac{y^2}{\xi(y)}-\frac1y
-2\sqrt{q-1}\,\arctan\frac{1+qy}{\sqrt{q-1}} .
\end{equation}
Using $y^2/\xi=d/q$ at the limits,
\begin{align}
kt={}&\left(1-\frac1q\right)\ln\frac{d_0}{d}
+\frac1q\left(\frac1z-\frac1{z_0}\right)\nonumber\\
&-\frac{2\sqrt{q-1}}q\left[
\arctan\frac{1+qz_0}{\sqrt{q-1}}
-\arctan\frac{1+qz}{\sqrt{q-1}}\right].
\label{eq:time}
\end{align}
The activity follows from $z=s/(2e)=u/e$. For a full initial layer, $d_0=1$, $1/z_0=0$ and the first arctangent is $\pi/2$.

The reciprocal term has a direct meaning. From $de=qu^2$,
\begin{equation}
\frac1{qz}=\frac e{qu}=\frac ud ,
\end{equation}
the ratio of unpaired to paired hydrogen. It is small when pairs dominate and large when they are rare.

For $q\to\infty$ between fixed coverages inside $(0,1)$, $u/d\to0$ and the arctangent term vanishes, leaving $kt=\ln(\theta_0/\theta)$. For $q\to1$, the logarithmic and arctangent terms vanish. Then $1/z=(1-\theta)/\theta$, and $kt=1/\theta-1/\theta_0$. These are the integrated first- and second-order laws.

Starting from a full layer at $800$ K, desorption to half coverage takes
\begin{equation}
kt=0.822+0.163-0.226=0.759,\qquad
t=\frac{0.759}{0.178\ \mathrm{s^{-1}}}=4.3\ \mathrm{s}.
\end{equation}
A first-order law with the same $k$ gives $kt=\ln2=0.693$, so the actual time is $9\%$ longer than that estimate. Down to $\theta=0.001$,
\begin{equation}
kt=9.99+27.52-0.45=37.06,\qquad t=208\ \mathrm{s},
\end{equation}
whereas the first-order law gives $kt=6.91$. The reciprocal term now dominates, and the time is $5.4$ times the first-order value.

The approach to second order is gradual. Between $\theta=0.01$ and $0.001$, the law $kq\theta^2$ predicts $k\Delta t=(1000-100)/37.58=23.95$. The full result is $37.06-8.87=28.2$, or $18\%$ more than this prediction. The negative cubic term in \eqref{eq:series} has the corresponding sign: it lowers the rate below $kq\theta^2$. Equation \eqref{eq:time} was tested by direct numerical integration of the rate.

\section{Changing the temperature}

Let $k=\nu e^{-\beta E}$, with $\nu$, $E$ and $\varepsilon$ independent of temperature. The apparent activation energy at fixed coverage is
\begin{equation}
E_{\mathrm{app}}=-\left(\frac{\partial\ln(kd)}{\partial\beta}\right)_\theta
=E-\varepsilon\left(\frac{\partial\ln d}{\partial\ln q}\right)_\theta ,
\end{equation}
because $\ln q=\beta\varepsilon$. At fixed $\theta$, small changes obey $\delta d=\delta e=-\delta u$. The logarithm of $de=qu^2$ then gives
\begin{align}
\delta\ln q&=\delta d\left(\frac1d+\frac1e+\frac2u\right)
=\delta d\,\frac{d+e+2qu}{qu^2}\nonumber\\
&=\delta d\,\frac{1+2(q-1)u}{qu^2}
=\delta d\,\frac R{qu^2}.
\end{align}
Here $d+e=1-2u$, and \eqref{eq:u} supplies $R=1+2(q-1)u$. Dividing by $d$ and using $qu^2=de$,
\begin{equation}
\left(\frac{\partial\ln d}{\partial\ln q}\right)_\theta=\frac eR,
\qquad
\boxed{\,E_{\mathrm{app}}=E-\varepsilon\frac eR\,}.
\end{equation}
At low coverage $e,R\to1$ and $E_{\mathrm{app}}\to E-\varepsilon$. Heating speeds up desorption from pairs but also breaks pairs, which weakens the total temperature dependence. At saturation $e\to0$ and $E_{\mathrm{app}}\to E$, since practically every dimer is already doubly occupied.

For $E=2.50$ eV and $\nu=10^{15}\ \mathrm{s^{-1}}$, half coverage gives $E_{\mathrm{app}}=2.50-0.25(0.430/6.13)=2.48$ eV. At $\theta=0.001$ it is $2.27$ eV, still slightly above the limit $2.25$ eV. For attraction, an Arrhenius plot of rates taken at one fixed coverage below saturation therefore gives a value lower than $E$, by an amount that depends on the coverage and, through $q$, on the temperature, so the plot is slightly curved. If the coverage changes along the plot, its effect on the rate must be separated first.

\section{What fast diffusion contributes}

First-order decay can also arise without equilibrium. Start from a full layer and forbid hopping. Each dimer loses both atoms in one event, no unpaired atom is formed, and $\theta=e^{-kt}$ for any pairing energy. An observed first-order curve thus does not by itself establish pairing equilibrium.

The fast-hopping assumption was tested on a ring of four dimers, starting full, with every site configuration followed and with hops obeying detailed balance. If equilibrium is restored between events, the mean emptying time is the sum of $1/(k\langle D\rangle_N)$ over $N=8,6,4,2$, where $\langle D\rangle_N$ is the mean number of paired dimers for $N$ atoms. This gives $2.308/k$. The full dynamics gives $2.375/k$ when the basic hop rate equals $k$, $2.310/k$ at $100k$, and $2.308/k$ at $10^6k$. The dynamics converges to the equilibrium prediction as the hop rate grows. On so small a ring the mean emptying time changes by only $3\%$ over these hop rates, so it is not a sensitive measure of how fast hopping must be. It does not fix the hop rate needed on a large, dilute surface, where partners can be far apart.

The formulas also require independent dimers. Interactions between neighbouring dimers would make the one-dimer sum \eqref{eq:grand} insufficient, and desorption from two singly occupied neighbours would add a channel to \eqref{eq:rate}. Within the stated model, the numerical output below gives populations and orders at selected coverages from $0.001$ to $0.999$, and the times a full layer needs to reach four coverages between $0.5$ and $0.001$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature = 800 K; kT = 0.06894 eV
pairing energy = 0.25 eV; barrier = 2.50 eV
prefactor = 1.0e+15 1/s
pairing factor q = 37.578 (no unit)
rate constant k = 0.1781 1/s
low-coverage second-order constant k*q = 6.693 1/s
minimum order, at theta 0.5 = 1.1631
order <= 1.2 for theta 0.2068 to 0.7932
Populations: theta, double, single, empty (fractions)
0.999  9.9804e-01  1.9299e-03  3.5058e-05
0.900  8.6222e-01  7.5566e-02  6.2217e-02
0.500  4.2987e-01  1.4025e-01  4.2987e-01
0.200  1.4613e-01  1.0773e-01  7.4613e-01
0.100  6.2217e-02  7.5566e-02  8.6222e-01
0.020  6.7864e-03  2.6427e-02  9.6679e-01
0.001  3.5058e-05  1.9299e-03  9.9804e-01
theta, paired share, order, rate (1/s), E_app (eV)
0.999  0.9990  1.9341  1.7776e-01  2.5000
0.900  0.9580  1.2657  1.5357e-01  2.4959
0.500  0.8597  1.1631  7.6566e-02  2.4825
0.200  0.7307  1.2024  2.6028e-02  2.4622
0.100  0.6222  1.2657  1.1082e-02  2.4427
0.020  0.3393  1.5085  1.2087e-03  2.3771
0.001  0.0351  1.9341  6.2443e-06  2.2669
From full layer: theta, kt, first-order kt, time (s)
0.500  0.7585  0.6931  4.26
0.100  2.9377  2.3026  16.49
0.010  8.8700  4.6052  49.80
0.001  37.0587  6.9078  208.06
Parts of kt: theta, logarithm, reciprocal, arctangent
0.500  0.8218  0.1631  -0.2264
0.100  2.7032  0.6073  -0.3728
0.010  5.9217  3.3860  -0.4377
0.001  9.9855  27.5241  -0.4510
Strong pairing = 0.50 eV; q = 1412.1
theta = 0.01: paired dimer fraction = 0.00768
paired share = 0.7682; order = 1.1326
Four dimers, mean emptying time in units of 1/k:
hop rate/k = 1e+00: 2.3754
hop rate/k = 1e+02: 2.3103
hop rate/k = 1e+06: 2.3080
fast-hopping prediction: 2.3080
\end{verbatim}
